# Energy Release in Steady Edge Delamination of a Stressed Film

A semiconductor film deposited hot on a wafer with a smaller thermal expansion is stretched when the pair cools. In the interior the film pulls equally in both in-plane directions and the wafer holds it. At a film edge the pull has to be handed to the wafer through the interface, and a crack may start there and run inward between film and wafer. Does it receive all the elastic energy stored in the film above the new crack area, or only a part?

## Geometry and assumptions

Let $x$ be the direction of crack growth, $y$ the direction along the straight crack front, and $z$ the film normal. The film has thickness $h$, Young's modulus $E$ and Poisson ratio $\nu$. Far from any edge it carries the tensile stress $\sigma$ along both $x$ and $y$. The debond has length $a$, measured from the edge, and its front has length $L$. The main result concerns

$$h\lesssim a\ll L, \tag{1}$$

on a substrate much thicker than $h$ and much larger than $a$, which continues well beyond the film edge. Other kinds of edge are discussed below. Strains are small and both solids are linearly elastic. The temperature is fixed during crack growth, the crack faces carry no traction, and no external load does work. The energy release rate $G$ is then the decrease of elastic energy per unit of newly debonded area.

Strains below are elastic strains, measured from the stress-free film at the final temperature. With $\sigma_z=0$, Hooke's law reads

$$\varepsilon_x=\frac{\sigma_x-\nu\sigma_y}{E},\qquad \varepsilon_y=\frac{\sigma_y-\nu\sigma_x}{E}. \tag{2}$$

The energy per film area is

$$w=\frac h2\left(\sigma_x\varepsilon_x+\sigma_y\varepsilon_y\right). \tag{3}$$

There is no $z$ term because $\sigma_z=0$.

## The bonded film

Setting $\sigma_x=\sigma_y=\sigma$ in (2) gives equal strains

$$\varepsilon_x=\varepsilon_y=e=\frac{(1-\nu)\sigma}{E}. \tag{4}$$

The two terms in (3) are equal, so

$$w_{\rm b}=\frac h2\,(2\sigma e)=\frac{(1-\nu)\sigma^2h}{E}. \tag{5}$$

If the film is grown without stress and cooled by $\Delta T$ with an expansion mismatch $\Delta\alpha$, the thick substrate imposes $e=\Delta\alpha\,\Delta T$, and (4) gives $\sigma=Ee/(1-\nu)$.

## Why the crack-tip field is not needed

The stress near the tip is complicated, but in steady growth it moves with the tip without changing. Compare the body before and after an advance $da$. The tip region is the same in both states, merely displaced. What differs is the length of the uniform regions on either side: a strip of width $da$ with the state far ahead of the tip has been replaced by one with the state far behind it. Therefore

$$G=w_{\rm b}-w_{\rm d}, \tag{6}$$

where $w_{\rm d}$ is the energy per area of debonded film far behind the tip. A thick substrate stores no energy far from the tip in either direction, so its modulus does not enter (6). It does affect the tip field and the approach to steady growth.

## The debonded film

The debonded flap has a free end and free faces, so far behind the tip $\sigma_x=\sigma_z=0$. Its length along $y$ is another matter. The flap is still joined, along the whole front, to bonded film whose length is set by the substrate. When $a\ll L$, a narrow flap cannot shorten along $y$ except near its two ends. Its strain along the front stays at

$$\varepsilon_y=e. \tag{7}$$

With $\sigma_x=0$, (2) gives

$$\sigma_y=Ee=(1-\nu)\sigma. \tag{8}$$

The stress along the front thus falls by the fraction $\nu$, because the flap is now free to contract along $x$. Only the $y$ term of (3) remains:

$$w_{\rm d}=\frac h2\,\sigma_y e=\frac h2\,(1-\nu)\sigma\,\frac{(1-\nu)\sigma}{E}
=\frac{(1-\nu)^2\sigma^2h}{2E}. \tag{9}$$

Subtracting (9) from (5) as (6) requires,

$$G=\frac{(1-\nu)\sigma^2h}{2E}\left[2-(1-\nu)\right]
=\frac{(1-\nu)(1+\nu)\sigma^2h}{2E}, \tag{10}$$

and hence

$$\boxed{G_{\rm ss}=\frac{(1-\nu^2)\sigma^2h}{2E}.} \tag{11}$$

A second route shows where the factor comes from. Unload $\sigma_x$ from $\sigma$ to zero while holding $\varepsilon_y$. From (2), $d\varepsilon_y=0$ requires $d\sigma_y=\nu\,d\sigma_x$, so

$$d\varepsilon_x=\frac{d\sigma_x-\nu^2d\sigma_x}{E}=\frac{d\sigma_x}{\bar E},\qquad \bar E=\frac{E}{1-\nu^2}. \tag{12}$$

The stress $\sigma_y$ does no work because $\varepsilon_y$ does not change. The released energy per area is

$$h\int_0^\sigma \frac{\sigma_x}{\bar E}\,d\sigma_x=\frac{\sigma^2h}{2\bar E}, \tag{13}$$

which is (11). The plane-strain modulus $\bar E$ appears because the strain along the front is held.

The ratio of released to stored energy is $G_{\rm ss}/w_{\rm b}=(1+\nu)/2$. For $\nu=0$ the two directions are independent and half the energy is released. For positive $\nu$ the share is larger, since releasing $\sigma_x$ also lowers $\sigma_y$.

## When the front is short

The constraint (7) can be removed by letting the debond become much longer than its front. Newly debonded material then ends up far from the bonded film, compared with $L$, and contracts in both directions. Its final energy is zero. If $L/h$ is also large enough for the energy already lost at the side edges of the bonded film to be negligible, then

$$G\to w_{\rm b}=\frac{(1-\nu)\sigma^2h}{E}\qquad(a\gg L). \tag{14}$$

This exceeds (11) by the factor $2/(1+\nu)$.

For $a\gg h$ the flap can be treated as a flat membrane, and the first correction for a long front follows from scaling. Each free end of the flap disturbs the uniform state over a distance of order $a$, the only length available there. It therefore releases an extra energy $c\,a^2\sigma^2h/E$, with $c$ a number that depends on $\nu$. The total release is

$$R=G_{\rm ss}aL+2c\,a^2\frac{\sigma^2h}{E}. \tag{15}$$

Differentiating with respect to $a$ and dividing by $L$ gives the average over the front,

$$\langle G\rangle=\frac1L\frac{dR}{da}=G_{\rm ss}+4c\,\frac aL\,\frac{\sigma^2h}{E}. \tag{16}$$

A finite-element calculation of a flat strip, clamped along a straight front and free on its other sides, tests this explanation for $\nu=0.3$. In units of $\sigma^2h/E$, the average $G$ is 0.506 at $a/L=0.05$ and 0.480 at $a/L=0.025$. Linear extrapolation to $a/L=0$ gives 0.455, the value of $(1-\nu^2)/2$. At $a/L=3$ the result is 0.700, the value of $1-\nu$. The same film, with the same stress, thus passes from one prefactor to the other as the constraint is lost.

In this flat strip the correction is not small for modest aspect ratios: at $a/L=0.05$ the average is already 11 % above (11). The strip leaves out the energy that the bonded film has already lost at its side edges. This loss lowers $G$ and can offset the correction when $a$ is only a few $h$. A real front need not stay straight, since the extra release is concentrated near the ends.

## How soon growth becomes steady

**A film edge on a continuing substrate.** The free flap carries no force along $x$, and its end satisfies the same condition $\sigma_x=0$ as the uniform state behind the tip. Once the end is outside the tip region, lengthening the flap changes nothing near the tip. In a plane-strain calculation with the film and substrate moduli of the example below, $G$ is within about 1 % of $G_{\rm ss}$ at $a=0.5h$ and within 0.5 % at $a=h$.

At $a=4h$ the computed $G$ is $0.4541\,\sigma^2h/E$, which is 0.2 % below (11). Raising the substrate modulus from $0.57E$ to $3E$, with its Poisson ratio held fixed, gives $0.4550\,\sigma^2h/E$. Both agree with (11) within the 0.5 % allowed in the test, although the substrate stiffness differs by a factor of five.

**A film edge flush with the wafer edge.** On a diced chip the wafer ends where the film ends. The film force $\sigma h$ then acts near a free end of the wafer, which yields to it more than a continuing surface would. The bonded film near the tip has lost part of its stress, and $G$ lies below (11). The deficit fades slowly with debond length, so here (11) requires $a\gg h$, and a debond only a few $h$ long receives clearly less.

**Two debonds growing away from a through-film crack.** Here the approach is also slow, but from above. Let the tips lie at $x=\pm a$. At the right tip the force per unit front length in the film rises from zero in the flap to $\sigma h$ in the bonded film. The interface must balance this, so the film pushes the substrate with a line force $+\sigma h$ there and, by symmetry, with $-\sigma h$ at the left tip. The substrate between the tips is stretched.

To find the strain that one tip causes at the other, consider a tangential line force $F$ on a half-plane. Let $r$ be the distance from the force and $\theta$ the angle from its direction. The purely radial stress

$$\sigma_{rr}=-\frac{2F\cos\theta}{\pi r} \tag{17}$$

leaves the surface free of traction. It satisfies radial equilibrium, since $r\sigma_{rr}$ does not depend on $r$, and compatibility, since $\cos\theta/r$ is harmonic. Its strength is correct because the force across a half circle,

$$\int_0^\pi\sigma_{rr}\cos\theta\,r\,d\theta=-\frac{2F}{\pi}\int_0^\pi\cos^2\theta\,d\theta=-F, \tag{18}$$

balances the applied force. On the surface, at signed distance $s$ from the force, (17) gives the strain

$$\varepsilon_x=-\frac{2F}{\pi\bar E_{\rm s}s}, \tag{19}$$

where $\bar E_{\rm s}$ is the plane-strain modulus of the substrate. For the effect of the left tip on the right one, $F=-\sigma h$ and $s=2a$, so

$$\varepsilon_x=\frac{\sigma h}{\pi\bar E_{\rm s}a}>0. \tag{20}$$

For $a\gg h$ this strain is nearly uniform over the tip region. It stretches the bonded film and raises its stress along $x$ to $\sigma+\bar E_{\rm f}\varepsilon_x$, with $\bar E_{\rm f}$ the $\bar E$ of the film. The accompanying substrate stress is parallel to the crack and puts no traction on its faces. The stress to be released is therefore the raised film stress, and (13) gives

$$\frac{G}{G_{\rm ss}}=\left(1+\frac{\bar E_{\rm f}h}{\pi\bar E_{\rm s}a}\right)^2
\simeq1+\frac{2\bar E_{\rm f}}{\pi\bar E_{\rm s}}\frac ha. \tag{21}$$

For the example the coefficient of $h/a$ is 1.175. Finite elements give an excess of 13.3 % at $a=6h$, 7.3 % at $12h$, 3.4 % at $30h$ and 1.8 % at $60h$. The first two values were computed on a substrate clamped at a depth of $150h$, which lowers them slightly; at a depth of $3000h$ they become 13.4 % and 7.7 %. At $12h$, the linear form in (21) predicts 9.8 %, which is too much; at $60h$ it predicts 2.0 %.

The slow convergence has a traceable source. The force $\sigma h$ does not enter the substrate at a point. At a distance $s$ ahead of its own tip, the bonded film follows a substrate strain proportional to $1/s$, so the film force differs from $\sigma h$ by an amount proportional to $1/s$. The interfacial shear is the derivative of that force and falls as $1/s^2$. Its first moment, $\int s\,(ds/s^2)$, taken from distances of order $h$ to distances of order $a$, grows as $\ln(a/h)$. The effective separation of the forces exceeds $2a$ by a length of order $h\ln(a/h)$, which adds a term of order $(h/a)^2\ln(a/h)$ to (21). Its coefficient is not derived here.

This matters when a coefficient is extracted from finite lengths. Multiply each excess by $a/h$ and combine the values at $a$ and $2a$ so that a plain $(h/a)^2$ term cancels. The pair at $6h$ and $12h$ gives 0.953 on the $150h$ substrate and about 1.03 on the deeper one, the latter 12 % below the predicted 1.175. The pair at $30h$ and $60h$ gives 1.122, which is 4.5 % below. The discrepancy shrinks with length, as a higher-order correction should.

## A substrate of finite thickness

A wafer of thickness $H$ yields slightly to the film. Let $\sigma$ now denote the mismatch stress, the value the film would have on an undeformed wafer, and keep the strain along $y$ fixed. A force $F$ per unit front length, acting along the wafer surface, stretches the wafer by $F/(\bar E_{\rm s}H)$. Its moment $FH/2$ about the mid-plane bends a section of stiffness $\bar E_{\rm s}H^3/12$ and adds a surface strain

$$\frac{FH/2}{\bar E_{\rm s}H^3/12}\,\frac H2=\frac{3F}{\bar E_{\rm s}H}. \tag{22}$$

The surface strain is therefore $kF$ with $k=4/(\bar E_{\rm s}H)$. For a strain $\eta$ of the surface, the change of energy per area to leading order in $h/H$ is

$$\Delta w=\sigma h\,\eta+\frac{\eta^2}{2k}. \tag{23}$$

The first term is the change in film energy and the second is the wafer energy. The minimum lies at $\eta=-k\sigma h$, where $\Delta w=-k(\sigma h)^2/2$. The bonded state has already given up this energy, so it is missing from $G$. Relative to (13), the loss is

$$\frac{k(\sigma h)^2/2}{\sigma^2h/(2\bar E_{\rm f})}=\frac{4\bar E_{\rm f}h}{\bar E_{\rm s}H}. \tag{24}$$

## Worked example: a nitride film on silicon

Take a film resembling gallium nitride on a wafer resembling silicon, with rough rounded properties: $E=300$ GPa and $\nu=0.30$ for the film, 170 GPa and 0.22 for the wafer. The film is 1000 nm thick and the wafer 1.0 mm. An expansion mismatch of $2.5\times10^{-6}\ {\rm K^{-1}}$ and cooling by 1000 K give $e=2.5\times10^{-3}$. From (4),

$$\sigma=\frac{300\ {\rm GPa}\times0.0025}{0.70}=1.07\ {\rm GPa}. \tag{25}$$

After debonding, (8) leaves 0.75 GPa along the front. The stored energy (5) is 2.68 J/m², and 0.94 J/m² remains in the flap. The difference is

$$G_{\rm ss}=2.68-0.94=1.74\ {\rm J/m^2}, \tag{26}$$

or about 10.9 eV/nm². This is 65 % of the stored energy, as $(1+\nu)/2$ requires.

Let $\Gamma$ be the interface toughness, the energy needed per debonded area under the same mixture of opening and shear. Since $G_{\rm ss}$ is proportional to $h$, setting it equal to $\Gamma$ gives

$$h_{\rm c}=\frac{2E\Gamma}{(1-\nu^2)\sigma^2}. \tag{27}$$

For a chosen $\Gamma=4$ J/m², $h_{\rm c}=(4/1.74)\times1000$ nm, or about 2.3 µm. The 1000 nm film is below this thickness, so the model predicts no steady edge delamination. Above $h_{\rm c}$, a debond that has reached steady growth is not stopped by its own advance, because $G_{\rm ss}$ does not depend on $a$.

**A competing crack.** The film may instead crack through its thickness. When such a crack runs steadily across the film, the energy released per cracked area is the difference between uncracked and cracked cross-sections, divided by $h$. Finite elements give 2.26 and $2.31\,\sigma^2h/E$ on two successively finer meshes. The value is still rising by about 2 %; a mesh graded toward the crack tip converges to about 2.38, which is roughly five times $G_{\rm ss}$, or 9 J/m². If the film's own toughness were also 4 J/m², such cracks could run above a thickness of about 0.44 µm (0.45 µm with the finer uniform mesh). Given a starting flaw, the 1000 nm film would then crack through while its original outer edges stayed attached. Debonds starting from that crack would feel the excess computed above: 13 % at $a=6h$, which raises $G$ to about 2.0 J/m², still below the chosen toughness. For shorter debonds $G$ is larger. Because this film is stiffer than the wafer, linear elasticity makes $G$ grow without limit as the debond length goes to zero. If the crack does not enter the wafer, a short debond can therefore form at its foot even though $G_{\rm ss}<\Gamma$; it stops where $G$ has fallen to $\Gamma$, at about $0.05h$ in the example. The same singularity also drives the crack straight on into the wafer, and at such short lengths that path receives about four times the $G$ of the debond. Deflection along the interface thus requires a wafer roughly four times tougher than the interface. With $\Gamma=4$ J/m² and silicon at a few J/m² this condition is not met, so the crack would more likely enter the wafer, which the values above leave out.

**Comparison with real layers.** Gallium nitride grown hot on silicon does go into tension on cooling, and the inputs are of the right rough size. Its hexagonal basal plane is elastically isotropic, so (11) holds with the in-plane $E$ and $\nu$: equation (2) involves no other film constants when $\sigma_z=0$. The toughness is a model choice, not a property of this interface. The assumption most clearly broken is stress-free growth, since buffer layers are used to build in compression that offsets the thermal tension. An assumed growth stress of $-400$ MPa leaves 671 MPa and lowers $G_{\rm ss}$ to 0.68 J/m², a reduction of 61 %. An expansion mismatch 10 % larger, without growth stress, raises it by 21 % to 2.11 J/m². By comparison, the finite wafer lowers it by 0.7 % in the estimate (24), which holds the strain along $y$ fixed; yielding along $y$ as well would change this figure but not its order of magnitude. Plastic flow of the hot wafer and the temperature dependence of the elastic constants are left out.

## Compressive films

Equation (11) contains $\sigma^2$ and seems indifferent to the sign of the stress, but its assumption of traction-free faces is not. For the tensile film at $a\simeq4h$, the computed crack faces are separated at every mesh point behind the tip. The smallest of these separations is $0.41\,\sigma h/E$, about 1.5 nm in the example, for mesh points $h/8$ apart. The gap itself closes at the tip, so this value depends on the mesh; only its sign matters here. Reversing $\sigma$ in a linear solution reverses every displacement, so the faces of a compressed film would have to pass through each other. They come into contact instead, and friction can then consume part of the energy. A compressed film may also buckle away from the substrate, which the flat state behind the tip excludes. For compression, (11) is therefore the energy difference between two flat states, and what reaches the crack tip needs a separate calculation.

The computed values quoted here, apart from those for the deeper substrate, the graded mesh, the arrest length of the short debond and the crack entering the wafer, are collected in the numerical output that follows.

## Computed values

```
film modulus: 300 GPa; Poisson ratio: 0.30
substrate modulus: 170 GPa; ratio: 0.22
film thickness: 1000 nm
wafer thickness: 1.0 mm
expansion mismatch: 2.50e-06 1/K
cooling interval: 1000 K
elastic mismatch strain: 0.00250
bonded stress: 1071.4 MPa
stress along front after debonding: 750.0 MPa
bonded energy: 2.6786 J/m2
energy left after debonding: 0.9375 J/m2
steady G, energy difference: 1.7411 J/m2
steady G, formula: 1.7411 J/m2
steady G: 10.867 eV/nm2
chosen interface toughness: 4.00 J/m2
critical thickness: 2297 nm
Dimensionless G below is in sigma^2 h/E
formula G: 0.45500
crack FEM G, example substrate, a=4h: 0.45409
crack FEM G, substrate modulus 3E, a=4h: 0.45495
edge G/steady at a=0.5h: 0.989
edge G/steady at a=1h: 0.999
edge G/steady at a=2h: 0.999
smallest opening, a=4.125h: 0.4136 sigma h/E
strip G at a/L=0.05: 0.50565
strip G at a/L=0.025: 0.48032
strip G extrapolated to a/L=0: 0.45500
strip G at a/L=3: 0.69980
full in-plane release: 0.70000
opposed debonds, excess G at a=6h: 13.27 %
opposed debonds, excess G at a=12h: 7.29 %
opposed debonds, excess G at a=30h: 3.43 %
opposed debonds, excess G at a=60h: 1.79 %
coefficient of h/a from 6h and 12h: 0.953
coefficient of h/a from 30h and 60h: 1.122
coefficient of h/a, line-force law: 1.175
finite-wafer loss of G: 0.734 %
finite-wafer loss, thin-film law: 0.738 %
G if mismatch is 10 % larger: 2.1067 J/m2
assumed growth stress: -400 MPa
net stress with growth stress: 671.4 MPa
G with growth stress: 0.6837 J/m2
through-crack G, 16 cells per h: 2.2619
through-crack G, 32 cells per h: 2.3121
through-crack G / delamination G: 5.08
through-crack G: 8.85 J/m2
through-crack thickness at same toughness: 452 nm
```
